# Brooks-Herring momentum relaxation by screened charged impurities

## Result and conventions

Carriers in an isotropic parabolic band, \(E=k^2/2m\), move through a medium of static dielectric constant \(\kappa\) that contains \(n_I\) fixed impurities per volume, each of charge \(\pm Z\). The mobile carriers screen every impurity with length \(L\). To lowest Born order the carrier momentum relaxes at the rate

\[
\frac1{\tau(k)}=\frac{2\pi n_I m Z^2}{\kappa^2k^3}\,F(b),\qquad
F(b)=\ln(1+b)-\frac{b}{1+b},\qquad b=4k^2L^2. \tag{1}
\]

Hartree atomic units are used: \(\hbar\), the electron mass and the elementary charge are one, and temperature \(T\) is an energy. In SI units the prefactor is \(n_IZ^2e^4m/(8\pi\varepsilon^2\hbar^3k^3)\), with \(\varepsilon=\kappa\varepsilon_0\). For nondegenerate carriers of density \(n\),

\[
L^2=\frac{\kappa T}{4\pi n}. \tag{2}
\]

The densities \(n_I\) and \(n\) need not be equal. In a compensated semiconductor ionized donors and acceptors both scatter and count in \(n_I\), while in this model the mobile carriers alone screen.

## The screened potential

Let \(V(r)\) be the potential energy of a carrier near one impurity, and let \(s=+1\) for repulsion and \(s=-1\) for attraction. If \(V\) varies slowly, the carriers at \(r\) respond as a uniform gas with chemical potential \(\mu_c-V(r)\). For \(|V|\ll T\) the density change is

\[
\delta n=-V\,\frac{\partial n}{\partial\mu_c}. \tag{3}
\]

The carrier charge \(\pm1\) enters twice, once in the charge density and once in the energy, and its square is one. Poisson's equation for \(V\) is therefore

\[
\nabla^2V=-\frac{4\pi}{\kappa}\left[sZ\,\delta(\mathbf r)+\delta n\right]
\quad\Longrightarrow\quad
\nabla^2V-\frac{V}{L^2}=-\frac{4\pi sZ}{\kappa}\,\delta(\mathbf r),\qquad
\frac1{L^2}=\frac{4\pi}{\kappa}\frac{\partial n}{\partial\mu_c}. \tag{4}
\]

Maxwell statistics give \(n\propto e^{\mu_c/T}\), so \(\partial n/\partial\mu_c=n/T\), which is (2).

Away from the origin, \(u=rV\) obeys \(u''=u/L^2\). The decaying solution is \(u\propto e^{-r/L}\). Close to the impurity the bare Coulomb energy \(sZ/\kappa r\) must return, which fixes the constant:

\[
V(r)=\frac{sZ}{\kappa r}\,e^{-r/L}. \tag{5}
\]

Its Fourier transform follows from the angular integral \(\int e^{-i\mathbf q\cdot\mathbf r}d\Omega=4\pi\sin(qr)/(qr)\):

\[
V(q)=\frac{4\pi sZ}{\kappa q}\int_0^\infty e^{-r/L}\sin(qr)\,dr
=\frac{4\pi sZ}{\kappa\,(q^2+L^{-2})}, \tag{6}
\]

because the radial integral equals \(q/(q^2+L^{-2})\).

## From the golden rule to a relaxation rate

For plane waves in a volume \(\Omega\) and impurities at \(\mathbf R_j\), the matrix element is \(\Omega^{-1}V(q)\sum_je^{-i\mathbf q\cdot\mathbf R_j}\), with \(\mathbf q=\mathbf k'-\mathbf k\). When its square is averaged over independent, uniformly random positions, the cross terms vanish for \(\mathbf q\ne0\), and \(n_I\Omega\) equal terms remain. The transition rate is

\[
W_{\mathbf k\mathbf k'}=\frac{2\pi n_I}{\Omega}\,|V(q)|^2\,\delta(E'-E). \tag{7}
\]

A weak field along \(z\) changes the distribution to \(f_0(E)+g(E)\cos\theta\), where \(\theta\) is the angle between \(\mathbf k\) and the field axis. Since \(W\) is symmetric in \(\mathbf k\) and \(\mathbf k'\), the exclusion factors cancel and the collision term is \(\sum_{\mathbf k'}W(f_{\mathbf k'}-f_{\mathbf k})\). Elasticity removes \(f_0\) and leaves \(g\) unchanged between the two states.

Let \(\gamma\) be the scattering angle and \(\varphi\) the azimuth of \(\mathbf k'\) about \(\mathbf k\). Then

\[
\cos\theta'=\cos\theta\cos\gamma+\sin\theta\sin\gamma\cos\varphi .
\]

The last term averages to zero over \(\varphi\), so the collision term becomes \(-g\cos\theta/\tau\), with

\[
\frac1\tau=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}(1-\cos\gamma). \tag{8}
\]

Scattering through a small angle hardly changes the momentum and counts little.

The interaction conserves spin, so the sum over final states is \(\Omega\int d^3k'/(2\pi)^3\) without a factor of two. The radial part is \(\int k'^2\,\delta(k'^2/2m-k^2/2m)\,dk'=mk\), and the azimuth gives \(2\pi\). With \(c=\cos\gamma\),

\[
\frac1\tau=\frac{n_Imk}{2\pi}\int_{-1}^{1}(1-c)\,|V(q)|^2\,dc,\qquad q^2=2k^2(1-c). \tag{9}
\]

## The angular integral

Set \(u=q^2L^2=2k^2L^2(1-c)\). It runs from \(0\) for forward scattering to \(b=4k^2L^2\) for backscattering, and

\[
1-c=\frac{u}{2k^2L^2},\qquad |dc|=\frac{du}{2k^2L^2},\qquad
|V|^2=\frac{16\pi^2Z^2L^4}{\kappa^2(1+u)^2}.
\]

The powers of \(L\) outside the integral cancel:

\[
\int_{-1}^1(1-c)|V|^2dc=\frac{4\pi^2Z^2}{\kappa^2k^4}\int_0^b\frac{u\,du}{(1+u)^2}. \tag{10}
\]

Writing \(u=(1+u)-1\) in the numerator gives

\[
\int_0^b\left[\frac1{1+u}-\frac1{(1+u)^2}\right]du
=\ln(1+b)-\left(1-\frac1{1+b}\right)=F(b).
\]

Multiplying (10) by \(n_Imk/2\pi\) yields (1).

## Limits and the total scattering rate

For \(b\ll1\) the integrand in (10) is nearly \(u\), so \(F\to b^2/2=8k^4L^4\) and

\[
\frac1\tau\to\frac{16\pi n_ImZ^2L^4}{\kappa^2}\,k .
\]

The wavelength is then too long to resolve the potential, scattering is isotropic, and the rate is proportional to the speed. For \(b\gg1\), \(F\to\ln b-1\), and the rate falls as \(k^{-3}\) apart from the logarithm. Without screening, \(L\to\infty\), it diverges logarithmically, because distant impurities each deflect the carrier slightly.

The total scattering rate \(1/\tau_{\rm tot}\) lacks the factor \(1-c\) in (9). The same substitution gives

\[
\int_{-1}^1|V|^2dc=\frac{8\pi^2Z^2L^2}{\kappa^2k^2}\,\frac b{1+b}
\quad\Longrightarrow\quad
\frac{\tau}{\tau_{\rm tot}}=\frac{b^2}{2(1+b)F(b)}. \tag{11}
\]

This ratio tends to one for small \(b\) and grows as \(b/[2(\ln b-1)]\) for large \(b\), where most collisions are nearly forward.

## Mobility

Let a weak force \(P\) act along \(z\). The stationary Boltzmann equation is \(P\,\partial f_0/\partial k_z=-\delta f/\tau\). With \(v_z=k_z/m\) and \(-\partial f_0/\partial E=f_0/T\),

\[
\delta f=\frac{\tau P v_z}{T}\,f_0 .
\]

The drift velocity is \(\int v_z\,\delta f\,d^3k\big/\int f_0\,d^3k\). The angular average of \(v_z^2\) is \(2E/3m\), and \(d^3k\propto E^{1/2}dE\). With \(x=E/T\) and \(\int x^{3/2}e^{-x}dx=\tfrac32\int x^{1/2}e^{-x}dx\), the mobility, drift speed per unit force, is

\[
\mu=\frac{\langle\tau\rangle}{m},\qquad
\langle A\rangle=\frac{\int_0^\infty A\,x^{3/2}e^{-x}dx}{\int_0^\infty x^{3/2}e^{-x}dx}. \tag{12}
\]

Since \(k^3=(2mTx)^{3/2}\), the numerator contains \(x^3e^{-x}/F\). If \(b\gg1\) at thermal energies, the logarithm varies slowly and \(F\) may be taken at \(x=3\), where \(x^3e^{-x}\) peaks. There \(k^2=6mT\) and \(\bar b=24mTL^2\). The remaining average is \(\langle x^{3/2}\rangle=\Gamma(4)/\Gamma(5/2)=8/\sqrt\pi\), and

\[
\mu\approx\frac1m\,\frac{\kappa^2(2mT)^{3/2}}{2\pi n_ImZ^2F(\bar b)}\,\frac8{\sqrt\pi}
=\frac{8\sqrt2\,\kappa^2T^{3/2}}{\pi^{3/2}\sqrt m\,n_IZ^2F(\bar b)}. \tag{13}
\]

## Example: a doped semiconductor at room temperature

Take \(m=0.07\), \(\kappa=13\), and \(n_I=n=10^{17}\ \mathrm{cm^{-3}}\) singly charged donors at 300 K, where \(T=25.85\) meV. These are rough typical values for n-type gallium arsenide. Equation (2) gives \(L=13.63\) nm. At \(E=3T=77.6\) meV the wavevector is \(k=0.3775\ \mathrm{nm^{-1}}\), so

\[
b=4(0.3775\times13.63)^2=105.9,\qquad
F=\ln106.9-\frac{105.9}{106.9}=3.68 .
\]

In atomic units \(n_I=1.482\times10^{-8}\) and \(k=0.01998\). Equation (1) then gives

\[
\frac1\tau=\frac{2\pi(1.482\times10^{-8})(0.07)(3.68)}{13^2\,(0.01998)^3}
=1.78\times10^{-5}\ \text{a.u.}=0.736\ \mathrm{ps^{-1}},
\]

or \(\tau=1.36\) ps. By (11) the total rate is 14 times larger.

The closed estimate (13) gives \(2.96\times10^4\ \mathrm{cm^2/Vs}\). Numerical quadrature of (12) gives \(2.90\times10^4\ \mathrm{cm^2/Vs}\), so the estimate is 2% above the full average.

At 400 K, with the density held fixed, quadrature gives \(3.87\times10^4\ \mathrm{cm^2/Vs}\), a factor 1.33 higher. Equation (13) accounts for this. The factor \(T^{3/2}\) alone would give 1.54, but \(\bar b\propto T^2\) raises \(F\) from 3.68 to 4.25. At fixed temperature \(F\) decreases with doping, so in this nondegenerate Born model the mobility falls more slowly than \(1/n\).

## How far the neglected effects move the number

**Beyond Born.** For fast carriers the Born expansion needs \(Zm/\kappa k\ll1\); here this parameter is 0.27 at \(3T\). For slow carriers, \(kL\lesssim1\), it needs \(L\) small compared with the donor radius \(\kappa/m=9.8\) nm, which is not so here.

The Born error can be found from the phase shifts \(\delta_l\) of (5). The scattering amplitude is \(k^{-1}\sum_l(2l+1)a_lP_l(\cos\gamma)\), with \(a_l=e^{i\delta_l}\sin\delta_l=(e^{2i\delta_l}-1)/2i\). The weight \(\cos\gamma\) couples neighbouring \(l\), through \((2l+1)\cos\gamma\,P_l=(l+1)P_{l+1}+lP_{l-1}\). With \(\int_{-1}^1P_l^2\,dc=2/(2l+1)\), the momentum-transfer cross-section becomes

\[
\sigma=\frac{4\pi}{k^2}\left[\sum_l(2l+1)|a_l|^2-2\sum_l(l+1)\,\mathrm{Re}\,a_l^*a_{l+1}\right].
\]

Because \(\sum_l(2l+1)|a_l|^2=\sum_l(l+1)(|a_l|^2+|a_{l+1}|^2)\), the bracket is a sum of squares:

\[
\sigma=\frac{4\pi}{k^2}\sum_l(l+1)|a_l-a_{l+1}|^2
=\frac{4\pi}{k^2}\sum_l(l+1)\sin^2(\delta_l-\delta_{l+1}). \tag{14}
\]

The rate is \(n_I(k/m)\sigma\). With \(\delta_l\) from numerical integration of the radial equation, the rate at \(3T\) is 1.05 times the Born value for attraction and 0.90 times for repulsion. Averaged as in (12), the mobilities are \(2.78\times10^4\) and \(3.27\times10^4\ \mathrm{cm^2/Vs}\). Donors attract electrons, so the first applies, 4% below Born. Equation (1) contains \(Z^2\) and cannot show this difference.

**Degeneracy.** With Fermi statistics the chemical potential lies \(1.46\,T\) below the band edge. Equation (4) then gives \(L=14.1\) nm, and the weight in (12) becomes \(x^{3/2}f_0(1-f_0)\). The Born mobility rises by 2%. The longer \(L\) by itself would lower it, so the change of weight outweighs the change of screening.

**Band shape.** Take \(E(1+aE)=k^2/2m\) with \(a=(1-m)^2/E_g\), a two-band estimate, and a rough gap \(E_g=1.4\) eV. The density of final states is proportional to \(k^2/v\), with \(v=dE/dk\), so \(k/v\) replaces \(m\) in (1). In (12) the factor \(1/m\) becomes \(v/k\) inside the average, and the weight \(x^{3/2}e^{-x}\) becomes \(k^3e^{-x}\), because \(v^2\) times the density of states is proportional to \((v/k)\,k^3\). At energy \(3T\) and fixed \(L\), \(v\tau/k\) is 12% below its parabolic value. The change of the Bloch functions with \(k\) is left out.

**Carrier-carrier collisions.** These conserve the total momentum, and with it the current in a parabolic band, but redistribute momentum over energy. If they dominate, the distribution is a shifted Maxwellian, \(f_0(\mathbf k-\mathbf k_d)\approx f_0(1+k_dk_z/mT)\). The momentum lost per carrier and time is \(k_d\langle1/\tau\rangle\), with the average of (12). Balancing it against \(P\) gives

\[
\mu=\frac1{m\langle1/\tau\rangle}=1.47\times10^4\ \mathrm{cm^2/Vs}, \tag{15}
\]

half the value from (12). This is the limit of dominant carrier-carrier scattering, not a prediction for the example.

**Phonons.** An electron at the band bottom can absorb a polar optical phonon of energy \(\omega\). The squared coupling per volume is \(2\pi\omega(\kappa_\infty^{-1}-\kappa^{-1})/q^2\), where \(\kappa_\infty\) is the dielectric constant above the phonon frequencies. The factor \(q^{-2}\) cancels the \(q^2\) of the volume element, and with thermal occupation \(N\) the golden rule gives

\[
\frac1{\tau_{\rm ph}}=2N\omega\left(\frac1{\kappa_\infty}-\frac1\kappa\right)\int_0^\infty\delta\!\left(\frac{q^2}{2m}-\omega\right)dq
=2\alpha\omega N,\qquad
\alpha=\left(\frac1{\kappa_\infty}-\frac1\kappa\right)\sqrt{\frac m{2\omega}}. \tag{16}
\]

This is a rate of collisions, not of momentum loss. For a small initial momentum \(k\), energy conservation reads \(q^2+2kq\nu=2m\omega\), where \(\nu\) is the cosine of the angle between \(\mathbf q\) and \(\mathbf k\). To first order in \(k\), \(q=\sqrt{2m\omega}-k\nu\) and \(\nu\) is uniformly distributed, so the mean change of momentum along \(\mathbf k\), the average of \(q\nu\), is \(-k/3\). A slow electron thus loses on average only a third of its momentum per absorption. With rough values \(\omega=36\) meV and \(\kappa_\infty=11\), \(\alpha=0.072\), \(N=0.33\), and the rate is \(2.6\ \mathrm{ps^{-1}}\). As a crude estimate, let this collision rate stand for the momentum rate of all carriers, with phonon emission left out. It then gives a mobility of about \(1\times10^4\ \mathrm{cm^2/Vs}\). Adding inverse mobilities gives about \(7\times10^3\). Both are estimates. Faster electrons can also emit phonons. The two rates also depend differently on energy, and adding inverse mobilities then overestimates the combined mobility. A numerical solution of the Boltzmann equation with the same parameters, including absorption, emission and scattering back into each state, gives \(9.2\times10^3\ \mathrm{cm^2/Vs}\) for phonons alone and \(5.2\times10^3\) with impurities added, so the second figure is too high.

**Dilute, weak, ionized impurities.** A sphere of radius \(L\) contains 1.1 donors on average, so the screened potentials overlap and independent scattering is only marginally justified. The screened energy (5) equals \(T\) in size at 3.4 nm, so the condition \(|V|\ll T\) behind linear screening fails near and inside that radius. Full ionization is assumed. In its favour, \(n^{1/3}\) times the donor radius is 0.46, above the rough value 0.25 at which donor states merge into a metallic system at low temperature. The attractive potential (5) still has a bound state here, but it is only 0.7 meV deep, far less than \(T\). The effect of these three assumptions on the mobility has not been computed.

**Beside the real material.** The measured room-temperature electron mobility of gallium arsenide at this doping is, roughly, a few thousand \(\mathrm{cm^2/Vs}\), far below \(2.9\times10^4\). By the estimates above, the assumption most strongly broken is that impurities are the only scatterers: the crude phonon estimate lowers the result by a factor of four. The Brooks-Herring value is thus the mobility with impurities as the only scatterers, and adding its inverse to that of a phonon mobility gives only a rough total. Its rise with temperature should not be carried over to a device in which phonons dominate, since \(N\) also grows on heating.
